**Spontaneous emission of a rigid polar rotor, applied to CO**

The program evaluates $A=(\alpha^3/3)\,\omega^3p^2\,(J+1)/(2J+3)$ in Rydberg units for the transition $J+1\to J$. Here $\alpha$ is the fine-structure constant, $\omega$ the transition energy, and $p$ the permanent dipole divided by the elementary charge. It asserts the rotor levels by matrix diagonalization, the rotational constant from the moment of inertia, and the line-strength factors for five values of $J$ by quadrature over the sphere. It also follows an excited rotor coupled to 1601 discretized field modes in scaled units; the simulated decay rate is 1.0028 times the predicted one, within the asserted 1%. Further assertions compare the large-$J$ power with a classical rotating dipole and the Rydberg result with an SI evaluation. For a dipole of 0.11 debye and a bond length of 1.13 Å the output gives $A_{10}=7.222\times10^{-8}\ \text{s}^{-1}$, a lifetime of 160 days. Changing the dipole by half a unit in its last digit moves this rate by about 9%.

## Program and output

```python
"""Spontaneous emission of a rigid polar rotor, level J+1 -> J:
    A = (alpha^3/3) * omega^3 * p^2 * (J+1)/(2J+3)   (Rydberg units)
omega = 2B(J+1): transition energy in Ry;  B = (m_e/M)/r^2
p: permanent dipole divided by e, in a0;  r: bond length in a0
M: reduced mass;  alpha: fine-structure constant;  A in Ry/hbar
Applied to CO, J = 1 -> 0. Field tests use scaled units hbar = c = 1.
"""
import numpy as np
from scipy import constants as sc
from scipy.linalg import eigh
from scipy.special import lpmv

alpha = sc.fine_structure
a0 = sc.physical_constants["Bohr radius"][0]
rydberg_J = sc.physical_constants["Rydberg constant times hc in J"][0]
debye = 1e-21 / sc.c                      # C m
rate_unit = rydberg_J / sc.hbar           # s^-1 per Ry/hbar

dipole_D, bond_A = 0.11, 1.13
mass_C, mass_O = 12.0, 16.0               # u
reduced_u = mass_C * mass_O / (mass_C + mass_O)
mass_ratio = reduced_u * sc.atomic_mass / sc.m_e


def line_factor(J):
    return (J + 1) / (2 * J + 3)


def rotational_constant(bond):
    return 1 / (mass_ratio * (bond * sc.angstrom / a0) ** 2)


def einstein_A(dipole, bond, J=0):
    """Rate of J+1 -> J in Ry/hbar; dipole in debye, bond in angstrom."""
    omega = 2 * rotational_constant(bond) * (J + 1)
    p = dipole * debye / (sc.e * a0)
    return alpha**3 / 3 * omega**3 * p**2 * line_factor(J)


# Quadrature grid on the unit sphere
x_nodes, x_weights = np.polynomial.legendre.leggauss(24)
phi_nodes = 2 * np.pi * np.arange(24) / 24
X, PHI = np.meshgrid(x_nodes, phi_nodes, indexing="ij")
W = np.outer(x_weights, np.full(24, 2 * np.pi / 24))
S = np.sqrt(1 - X**2)
axis = np.array([S * np.cos(PHI), S * np.sin(PHI), X])


def rotor_state(J, m):
    f = lpmv(abs(m), J, X) * np.exp(1j * m * PHI)
    return f / np.sqrt(np.sum(W * abs(f) ** 2))


def axis_element(J_low, m_low, J_up, m_up):
    product = W * rotor_state(J_low, m_low).conj() * rotor_state(J_up, m_up)
    return np.sum(product * axis, axis=(1, 2))


# Test: rotor levels from the kinetic-energy matrix in a polynomial basis
powers = np.arange(6)
basis = np.array([x_nodes**n for n in powers])
slopes = np.array([n * x_nodes ** max(n - 1, 0) for n in powers])
kinetic = (slopes * x_weights * (1 - x_nodes**2)) @ slopes.T
overlap = (basis * x_weights) @ basis.T
levels = eigh(kinetic, overlap, eigvals_only=True)
assert np.allclose(levels, powers * (powers + 1), atol=1e-8)

# Test: B from the moment of inertia about the centre of mass, SI units
masses = np.array([mass_C, mass_O]) * sc.atomic_mass
places = np.array([0.0, bond_A * sc.angstrom])
centre = np.sum(masses * places) / np.sum(masses)
inertia = np.sum(masses * (places - centre) ** 2)
B_SI = sc.hbar**2 / (2 * inertia)
B = rotational_constant(bond_A)
assert abs(B_SI / rydberg_J / B - 1) < 1e-7

# Test: line-strength factor for every upper sublevel, by quadrature
for J in range(5):
    for m_up in range(-J - 1, J + 2):
        total = sum(np.sum(abs(axis_element(J, m, J + 1, m_up)) ** 2)
                    for m in range(-J, J + 1))
        assert abs(total - line_factor(J)) < 1e-10
element_10 = axis_element(0, 0, 1, 0)
strength_10 = np.sum(abs(element_10) ** 2)

# Test: decay of the J=1, M=0 rotor into discretized photon modes.
# Scaled units: hbar = c = 4 pi eps0 = 1, transition frequency = 1.
polar_1 = np.array([X * np.cos(PHI), X * np.sin(PHI), -S])
polar_2 = np.array([-np.sin(PHI), np.cos(PHI), 0 * PHI])
angle_sum = sum(np.sum(W * abs(np.tensordot(element_10, e, 1)) ** 2)
                for e in (polar_1, polar_2))
assert abs(angle_sum / (8 * np.pi / 3 * strength_10) - 1) < 1e-10
dipole_sq = 2.25e-3
modes = np.linspace(0.9, 1.1, 1601)
spacing = modes[1] - modes[0]
# (2 pi w / V) * (V w^2 dw / (2 pi)^3) * angular sum, per frequency bin
coupling = np.sqrt(dipole_sq * modes**3 * spacing * angle_sum
                   / (2 * np.pi) ** 2)
H = np.diag(np.concatenate(([1.0], modes)))
H[0, 1:] = H[1:, 0] = coupling
energies, vectors = np.linalg.eigh(H)
predicted = 4 / 3 * dipole_sq * line_factor(0)
times = np.array([1.0, 3.0]) / predicted
survival = [abs(np.sum(vectors[0] ** 2 * np.exp(-1j * energies * t))) ** 2
            for t in times]
simulated = np.log(survival[0] / survival[1]) / (times[1] - times[0])
# The finite frequency window changes the rate by a few parts in 1000
assert abs(simulated / predicted - 1) < 0.01

# Test: large-J power against a classical rotating dipole (unit dipole,
# unit frequency); the difference is of order 1/J
t, h = np.linspace(0, 2 * np.pi, 200, endpoint=False), 1e-3


def turning(time):
    return np.array([np.cos(time), np.sin(time)])


acceleration = (turning(t + h) - 2 * turning(t) + turning(t - h)) / h**2
classical_power = 2 / 3 * np.mean(np.sum(acceleration**2, axis=0))
J_large = 500
quantum_power = 4 / 3 * line_factor(J_large)
assert abs(quantum_power / classical_power - 1) < 2 / J_large

# Test: Rydberg-unit result against an SI evaluation
A = einstein_A(dipole_D, bond_A)
A_s = A * rate_unit
omega_SI = 2 * B_SI / sc.hbar
A_SI = (omega_SI**3 * (dipole_D * debye) ** 2 * strength_10
        / (3 * np.pi * sc.epsilon_0 * sc.hbar * sc.c**3))
assert abs(A_s / A_SI - 1) < 1e-6
assert 6.5e-8 < A_s < 7.5e-8

r = bond_A * sc.angstrom / a0
p = dipole_D * debye / (sc.e * a0)
omega = 2 * B
print(f"Input dipole: {dipole_D} debye")
print(f"Input bond length: {bond_A} angstrom")
print(f"Input masses C, O: {mass_C:.0f}, {mass_O:.0f} u")
print(f"Reduced mass: {reduced_u:.4f} u")
print(f"Reduced mass / electron mass: {mass_ratio:.1f}")
print(f"Fine-structure constant alpha: {alpha:.6e}")
print(f"alpha^3/3: {alpha**3 / 3:.4e}")
print(f"Bond length r: {r:.4f} a0")
print(f"Dipole over e, p: {p:.5f} a0")
print(f"Rotational constant B: {B:.4e} Ry")
print(f"Transition energy omega = 2B: {omega:.4e} Ry")
print(f"Transition frequency: {omega_SI / (2e9 * np.pi):.2f} GHz")
print(f"Long-wavelength parameter omega r/c: {omega * r * alpha / 2:.2e}")
print(f"Line factor 1->0 by quadrature: {strength_10:.6f}")
print(f"omega^3: {omega**3:.4e} Ry^3")
print(f"p^2: {p**2:.4e} a0^2")
print(f"A(1->0): {A:.4e} Ry/hbar")
print(f"Rate unit Ry/hbar: {rate_unit:.5e} s^-1")
print(f"A(1->0): {A_s:.3e} s^-1")
print(f"Radiative lifetime 1/A: {1 / A_s / sc.day:.0f} days")
print(f"A if the factor 1/3 is forgotten: {A_s / line_factor(0):.3e} s^-1")
A21 = einstein_A(dipole_D, bond_A, 1) * rate_unit
print(f"A(2->1): {A21:.3e} s^-1")
print(f"Ratio A(2->1)/A(1->0): {A21 / A_s:.2f}")
for d in (0.105, 0.115):
    print(f"A(1->0) for dipole {d} debye: "
          f"{einstein_A(d, bond_A) * rate_unit:.3e} s^-1")
for b in (1.12, 1.14):
    print(f"A(1->0) for bond length {b} angstrom: "
          f"{einstein_A(dipole_D, b) * rate_unit:.3e} s^-1")
print(f"Mode simulation, simulated/predicted rate: {simulated / predicted:.4f}")
print(f"Quantum/classical power at J = {J_large}: "
      f"{quantum_power / classical_power:.4f}")
print("OK")
```

Output:

```
Input dipole: 0.11 debye
Input bond length: 1.13 angstrom
Input masses C, O: 12, 16 u
Reduced mass: 6.8571 u
Reduced mass / electron mass: 12499.8
Fine-structure constant alpha: 7.297353e-03
alpha^3/3: 1.2953e-07
Bond length r: 2.1354 a0
Dipole over e, p: 0.04328 a0
Rotational constant B: 1.7545e-05 Ry
Transition energy omega = 2B: 3.5089e-05 Ry
Transition frequency: 115.44 GHz
Long-wavelength parameter omega r/c: 2.73e-07
Line factor 1->0 by quadrature: 0.333333
omega^3: 4.3203e-14 Ry^3
p^2: 1.8729e-03 a0^2
A(1->0): 3.4937e-24 Ry/hbar
Rate unit Ry/hbar: 2.06707e+16 s^-1
A(1->0): 7.222e-08 s^-1
Radiative lifetime 1/A: 160 days
A if the factor 1/3 is forgotten: 2.167e-07 s^-1
A(2->1): 6.933e-07 s^-1
Ratio A(2->1)/A(1->0): 9.60
A(1->0) for dipole 0.105 debye: 6.580e-08 s^-1
A(1->0) for dipole 0.115 debye: 7.893e-08 s^-1
A(1->0) for bond length 1.12 angstrom: 7.617e-08 s^-1
A(1->0) for bond length 1.14 angstrom: 6.850e-08 s^-1
Mode simulation, simulated/predicted rate: 1.0028
Quantum/classical power at J = 500: 0.9990
OK
```
